# Preisach ferroelectric capacitor: turning-point stack and density from reversal curves: a numerical check

```python
# Preisach ferroelectric capacitor: P = sum over relays of (density mu) * (+1 or -1).
# A relay switches up at field alpha and down at field beta <= alpha.
# Results under test:
#   * a stack of turning points reproduces the full relay ensemble;
#   * minor loops obey wiping-out and congruency;
#   * mu(E, Er) = -1/2 d2D/(dEr dE) for reversal curves D(Er, E) that start
#     from positive saturation, turn at Er and rise to E.
# Everett function F(alpha, beta) = integral of mu over beta <= b' <= a' <= alpha.
# Units: field MV/cm, polarization uC/cm2, so field*polarization is J/cm3.
import numpy as np
from scipy import constants as sc
from scipy.integrate import dblquad, trapezoid
from scipy.optimize import brentq
from scipy.signal import correlate2d
from scipy.special import ndtr

# Model inputs, rough values in the regime of scandium-alloyed AlN films
P_SAT, E_SAT = 100.0, 6.0
H_MEAN, H_WIDTH, B_WIDTH = 4.0, 0.5, 0.3   # coercive mean, its spread, bias spread
THICK_NM, EPS_R = 20.0, 15.0
SCREEN_NM = 0.005                         # effective screening length per electrode
E_BREAK = 8.0
PERIOD_S, ATTEMPT_S = 1e-4, 1e-13
T_ROOM, T_HOT = 300.0, 358.0
MASS_RATIO, BARRIERS_EV = 0.3, (2.5, 2.0)
HEAT_CAP, K_SUBSTRATE, PAD_RADIUS_CM = 2.4, 1.5, 5e-4  # J/cm3K, W/cmK, cm
EPS0 = sc.epsilon_0 * 1e8 / 1e-2          # uC/cm2 per MV/cm

NODES, WEIGHTS = np.polynomial.legendre.leggauss(64)


def everett_raw(alpha, beta):
    half = 0.5 * (alpha - beta)
    h = 0.5 * half * (NODES + 1)
    p_h = np.exp(-0.5 * ((h - H_MEAN) / H_WIDTH) ** 2) / (H_WIDTH * np.sqrt(2 * np.pi))
    strip = ndtr((alpha - h) / B_WIDTH) - ndtr((beta + h) / B_WIDTH)
    return 0.5 * half * np.dot(WEIGHTS, p_h * strip)


NORM = P_SAT / everett_raw(E_SAT, -E_SAT)


def everett(alpha, beta):
    return NORM * everett_raw(alpha, beta)


def density(alpha, beta):
    h, b = 0.5 * (alpha - beta), 0.5 * (alpha + beta)
    gauss = np.exp(-0.5 * ((h - H_MEAN) / H_WIDTH) ** 2 - 0.5 * (b / B_WIDTH) ** 2)
    return NORM * gauss / (4 * np.pi * H_WIDTH * B_WIDTH)


class TurningPointStack:
    """Points are (field, polarization); the last one is the present state."""

    def __init__(self):
        self.points = [(-E_SAT, -P_SAT)]

    def apply(self, field):
        field = min(max(field, -E_SAT), E_SAT)
        pts = self.points
        if field == pts[-1][0]:
            return pts[-1][1]
        rising = field > pts[-1][0]
        if len(pts) > 1 and (pts[-1][0] > pts[-2][0]) == rising:
            pts.pop()                     # same direction: not a turning point
        while len(pts) > 1 and (field >= pts[-2][0] if rising else field <= pts[-2][0]):
            del pts[-2:]                  # wiping-out
        if not pts:
            pts.append((-E_SAT, -P_SAT))
            return -P_SAT
        turn, pol = pts[-1]
        pol += 2 * everett(field, turn) if rising else -2 * everett(turn, field)
        pts.append((field, pol))
        return pol

    def peek(self, field):
        trial = TurningPointStack()
        trial.points = list(self.points)
        return trial.apply(field)


class RelayArray:
    """Explicit relays; row = beta cell, column = alpha cell, field = cell edge."""

    def __init__(self, weights):
        self.weights = np.triu(weights)
        self.state = -np.ones_like(self.weights)
        self.edge = 0

    def apply(self, edge):
        if edge > self.edge:
            self.state[:, :edge] = 1.0
        elif edge < self.edge:
            self.state[edge:, :] = -1.0
        self.edge = edge
        return float(np.sum(self.weights * self.state))


class ScreenedCapacitor:
    """Same film, but imperfect electrodes: applied = inner + feedback * D."""
    feedback = 2 * SCREEN_NM / (THICK_NM * EPS0)

    def __init__(self):
        self.film = TurningPointStack()

    def apply(self, applied):
        def mismatch(inner):
            disp = self.film.peek(inner) + EPS0 * EPS_R * inner
            return inner + self.feedback * disp - applied
        return self.film.apply(brentq(mismatch, -E_SAT, E_SAT, xtol=1e-12))


# Meshes: measurement mesh of fields, and a finer mesh of relays
STEP, REFINE = 0.1, 5
N = int(round(2 * E_SAT / STEP))
grid = np.linspace(-E_SAT, E_SAT, N + 1)
fine_step = STEP / REFINE
centres = -E_SAT + fine_step * (np.arange(N * REFINE) + 0.5)
fine_weights = density(centres[None, :], centres[:, None]) * fine_step ** 2


def index(field):
    return int(round((field + E_SAT) / STEP))


def run_relays(fields):
    array = RelayArray(fine_weights)
    pols = [array.apply(REFINE * index(f)) for f in fields]
    return array, np.array(pols)


# Everett function against two-dimensional quadrature of the density
E_LO, E_HI = -4.0, 4.2
area_integral = dblquad(lambda b, a: density(a, b), E_LO, E_HI,
                        lambda a: E_LO, lambda a: a, epsabs=1e-8, epsrel=1e-8)[0]
assert abs(area_integral - everett(E_HI, E_LO)) < 1e-5

# Stack against relays on a random, then decaying, then random drive
rng = np.random.default_rng(7)


def random_fields(count):
    return rng.uniform(3.0, 5.5, count) * rng.choice([-1, 1], count)


decay = np.array([(5.5 - 0.1 * n) * (-1) ** n for n in range(30)])
drive = np.concatenate([random_fields(200), decay, random_fields(40)])
edges = [index(f) for f in drive]
stack, stack_pols, depth = TurningPointStack(), [], 0
for k in edges:
    stack_pols.append(stack.apply(grid[k]))
    depth = max(depth, len(stack.points))
stack_pols = np.array(stack_pols)
relay_pols = run_relays(drive)[1]
stack_error = np.max(np.abs(stack_pols - relay_pols))
assert stack_error < 0.02   # midpoint rule of the relay mesh

# Wiping-out, seen in the relay states themselves
long_path = [5.0, -4.2, 4.4, -3.9, 4.1, 4.7]
long_array, long_pols = run_relays(long_path)
short_array, short_pols = run_relays([5.0, -4.2, 4.7])
assert np.array_equal(np.triu(long_array.state), np.triu(short_array.state))
kept = run_relays([5.0, -4.2, 4.4, -3.9, 4.3])[1][-1]
never = run_relays([5.0, -4.2, 4.3])[1][-1]
assert abs(kept - never) > 0.5   # stopping short of 4.4 must leave a memory
walk, walk_rows = TurningPointStack(), []
for f in long_path:
    pol = walk.apply(grid[index(f)])
    walk_rows.append((f, pol, [round(float(p[0]), 1) for p in walk.points]))
assert walk_rows[-1][2] == [-6.0, 5.0, -4.2, 4.7]
assert np.max(np.abs(np.array([r[1] for r in walk_rows]) - long_pols)) < 0.02

# Congruency with relays: same end fields, two histories
up = np.linspace(E_LO, E_HI, 42)
loop = np.concatenate([up, up[-2::-1]])
from_below, from_above = [E_HI, E_LO], [E_SAT, E_LO]
loop_a = run_relays(from_below + list(loop))[1][2:]
loop_b = run_relays(from_above + list(loop))[1][2:]
shift = loop_b - loop_a
height = 2 * everett(E_HI, E_LO)
assert np.ptp(shift) < 1e-8 and abs(shift[0]) > 5
assert abs(loop_a[41] - loop_a[0] - height) < 0.02
assert abs(loop_a[-1] - loop_a[0]) < 1e-8

# The same loops with depolarizing feedback: closed, but no longer congruent
screened_loops = []
for saturate_up in (False, True):
    device = ScreenedCapacitor()
    if saturate_up:
        device.film.apply(E_SAT)
    else:
        device.apply(E_HI)
    device.apply(E_LO)
    screened_loops.append(np.array([device.apply(f) for f in loop]))
heights_screened = [s[41] - s[0] for s in screened_loops]
assert all(abs(s[-1] - s[0]) < 1e-6 for s in screened_loops)
assert np.ptp(screened_loops[1] - screened_loops[0]) > 1.0

# First-order reversal curves, including the linear dielectric charge
curves = np.zeros((N + 1, N + 1))
for i in range(N + 1):
    film = TurningPointStack()
    film.apply(E_SAT)
    for j in range(i, N + 1):
        curves[i, j] = film.apply(grid[i] if j == i else grid[j]) + EPS0 * EPS_R * grid[j]


def cell_content(data):
    return -0.5 * (data[1:, 1:] - data[1:, :-1] - data[:-1, 1:] + data[:-1, :-1])


peak = density(H_MEAN, -H_MEAN)
mesh_errors = []
for skip in (2, 1):
    h = STEP * skip
    mid = grid[::skip][:-1] + 0.5 * h
    recovered = cell_content(curves[::skip, ::skip]) / h ** 2
    gap = np.triu(recovered - density(mid[None, :], mid[:, None]), 1)
    mesh_errors.append(np.max(np.abs(gap)) / peak)
assert 3.6 < mesh_errors[0] / mesh_errors[1] < 4.3   # second order in the step
assert mesh_errors[1] < 0.005

# Recovered cells, used as relays, must predict the unrelated drive
cells = np.triu(cell_content(curves), 1)
predictor = RelayArray(cells)
prediction_error = np.max(np.abs([predictor.apply(k) for k in edges] - stack_pols))
assert prediction_error < 1e-6

# Noise and smoothing: quadratic fit on a 5 x 5 stencil
NOISE, M = 0.05, 2
offsets = np.arange(-M, M + 1)
s2, s4 = np.sum(offsets ** 2), np.sum(offsets ** 4)
design = np.array([[1, x, y, x * x, x * y, y * y] for x in offsets for y in offsets], float)
kernel = -0.5 * np.linalg.pinv(design)[4].reshape(5, 5) / STEP ** 2
noise = rng.normal(0, NOISE, curves.shape)
raw_noise = np.std(cell_content(noise)) / STEP ** 2
fit_noise = np.std(correlate2d(noise, kernel, mode="valid"))
assert abs(raw_noise / (NOISE / STEP ** 2) - 1) < 0.1
assert abs(fit_noise / (NOISE / (2 * STEP ** 2 * s2)) - 1) < 0.1
smooth = correlate2d(curves, kernel, mode="valid")
fit_bias = smooth[index(-H_MEAN) - M, index(H_MEAN) - M] / peak - 1
bias_rule = -(s4 / s2) * STEP ** 2 / 12 * (1 / H_WIDTH ** 2 + 1 / B_WIDTH ** 2)
assert abs(fit_bias / bias_rule - 1) < 0.1   # next order in the step is left out

# Density that reversal curves would give with depolarizing feedback
h = 0.2
reversals, rises = np.linspace(-6, -2, 21), np.linspace(2, 6.4, 23)
patch = np.zeros((21, 23))
for i, reversal in enumerate(reversals):
    device = ScreenedCapacitor()
    device.film.apply(E_SAT)
    device.apply(reversal)
    patch[i] = [device.apply(f) for f in rises]
apparent = cell_content(patch) / h ** 2
true_patch = density(rises[None, :-1] + h / 2, reversals[:-1, None] + h / 2)
distortion = np.max(np.abs(apparent - true_patch)) / peak
row, col = np.unravel_index(np.argmax(apparent), apparent.shape)
assert distortion > 0.1

# Major loop, coercive field and loss
sweep = np.linspace(-E_SAT, E_SAT, 481)
film = TurningPointStack()
rise = np.array([film.apply(f) for f in sweep])
fall = np.array([film.apply(f) for f in sweep[::-1]])
remanent = fall[240]
coercive = brentq(lambda f: -P_SAT + 2 * everett(f, -E_SAT), 0, E_SAT)
loss = trapezoid(sweep, rise) + trapezoid(sweep[::-1], fall)
gap_fields = centres[None, :] - centres[:, None]
loss_density = 2 * np.sum(np.triu(fine_weights * gap_fields))
assert abs(loss / loss_density - 1) < 1e-3

# Size of neglected effects for this film
rate = 4 * E_SAT / PERIOD_S
thick_cm = THICK_NM * 1e-7
peak_flux = np.max(sweep * np.gradient(rise, sweep)) * rate * thick_cm
log_time = np.log(PERIOD_S / ATTEMPT_S)
coercive_slow = coercive * log_time / (log_time + np.log(10))
coercive_hot = coercive * T_ROOM / T_HOT


def tunnel_charge(barrier_ev):
    field = np.linspace(0.5, E_SAT, 2000)
    e_si, phi = field * 1e8, barrier_ev * sc.e
    mass = MASS_RATIO * sc.m_e
    slope = 8 * np.pi * np.sqrt(2 * mass) * phi ** 1.5 / (3 * sc.h * sc.e)
    current = sc.e ** 3 * e_si ** 2 / (8 * np.pi * sc.h * phi * MASS_RATIO)
    current = current * np.exp(-slope / e_si)
    return 2 * trapezoid(current, field) / rate * 100


print(f"inputs: P_s {P_SAT} uC/cm2, E_s {E_SAT} MV/cm, film {THICK_NM} nm, eps_r {EPS_R}")
print(f"coercive mean {H_MEAN}, spread {H_WIDTH}, bias spread {B_WIDTH} MV/cm")
print(f"remanent P {remanent:.2f} uC/cm2, coercive field {coercive:.3f} MV/cm")
print(f"coercive voltage {coercive * THICK_NM * 0.1:.2f} V, drive {E_SAT * THICK_NM * 0.1:.1f} V")
print(f"Everett F({E_HI},{E_LO}): {everett(E_HI, E_LO):.4f}, 2D quadrature {area_integral:.4f} uC/cm2")
print("field MV/cm, P uC/cm2, stack of fields MV/cm:")
for f, pol, pts in walk_rows:
    print(f"  {f:5.1f} {pol:9.3f}  {pts}")
print(f"drive of {len(drive)} fields: deepest stack {depth} points")
print(f"largest stack-relay difference {stack_error:.1e} uC/cm2 ({N * REFINE} cells per axis)")
print(f"P at 4.3 with inner loop {kept:.3f}, without {never:.3f} uC/cm2")
print(f"minor loop {E_LO} to {E_HI} MV/cm: height {height:.3f} uC/cm2")
print(f"  P at lower end: from below {loop_a[0]:.3f}, from above {loop_b[0]:.3f} uC/cm2")
print(f"  vertical shift {shift[0]:.3f}, its variation {np.ptp(shift):.1e} uC/cm2")
i, j = index(-4.1), index(4.0)
print("D uC/cm2 at (Er, E) MV/cm:")
for a in (i, i + 1):
    print("  " + "  ".join(f"({grid[a]:.1f},{grid[b]:.1f}) {curves[a, b]:.5f}" for b in (j, j + 1)))
print(f"cell content {cells[i, j]:.5f} uC/cm2, density {cells[i, j] / STEP**2:.3f} uC/cm2/(MV/cm)^2")
print(f"input density at cell centre {density(4.05, -4.05):.3f}, peak {peak:.3f} uC/cm2/(MV/cm)^2")
print(f"density error / peak: step 0.2 {100*mesh_errors[0]:.3f} %, step 0.1 {100*mesh_errors[1]:.3f} %")
print(f"ratio of the two errors {mesh_errors[0] / mesh_errors[1]:.3f}")
print(f"prediction of the drive from recovered cells: error {prediction_error:.1e} uC/cm2")
print(f"noise in D {NOISE} uC/cm2 gives density noise / peak:")
print(f"  four corners {100 * raw_noise / peak:.2f} %, 5x5 fit {100 * fit_noise / peak:.2f} %")
print(f"  5x5 fit bias at peak {100 * fit_bias:.2f} %, leading rule {100 * bias_rule:.2f} %")
print(f"loss per cycle {loss:.1f} J/cm3, from density {loss_density:.1f} J/cm3")
print("neglected effects:")
print(f"  linear dielectric charge at E_s {EPS0 * EPS_R * E_SAT:.2f} uC/cm2")
print(f"  screening length {SCREEN_NM} nm: depolarizing field at P_s {device.feedback * P_SAT:.3f} MV/cm")
print(f"  loop heights then {heights_screened[0]:.2f} (below), {heights_screened[1]:.2f} (above) uC/cm2")
print(f"  apparent density peak {apparent.max():.2f}, minimum {apparent.min():.2f} uC/cm2/(MV/cm)^2")
print(f"  apparent peak at E {rises[col] + h/2:.1f}, Er {reversals[row] + h/2:.1f} MV/cm")
print(f"  largest density distortion / true peak {100 * distortion:.1f} %")
print(f"  rough breakdown {E_BREAK} MV/cm, drive / breakdown {E_SAT / E_BREAK:.2f}")
for barrier in BARRIERS_EV:
    print(f"  tunnel charge per half cycle, barrier {barrier} eV: {tunnel_charge(barrier):.2e} uC/cm2")
print(f"  tunnel mass {MASS_RATIO} m_e, period {PERIOD_S:.0e} s, attempt time {ATTEMPT_S:.0e} s")
print(f"  coercive field: ten times slower {coercive_slow:.2f}, at {T_HOT:.0f} K {coercive_hot:.2f} MV/cm")
print(f"  adiabatic heating {loss / HEAT_CAP:.0f} K per cycle (heat capacity {HEAT_CAP} J/cm3K)")
print(f"  with substrate {K_SUBSTRATE} W/cmK, pad radius {PAD_RADIUS_CM * 1e4:.0f} um: "
      f"{peak_flux * PAD_RADIUS_CM / K_SUBSTRATE:.2f} K at peak power")
print("all good")
```

Output:

```
inputs: P_s 100.0 uC/cm2, E_s 6.0 MV/cm, film 20.0 nm, eps_r 15.0
coercive mean 4.0, spread 0.5, bias spread 0.3 MV/cm
remanent P 100.00 uC/cm2, coercive field 4.000 MV/cm
coercive voltage 8.00 V, drive 12.0 V
Everett F(4.2,-4.0): 39.0476, 2D quadrature 39.0476 uC/cm2
field MV/cm, P uC/cm2, stack of fields MV/cm:
    5.0    91.449  [-6.0, 5.0]
   -4.2   -33.454  [-6.0, 5.0, -4.2]
    4.4    74.275  [-6.0, 5.0, -4.2, 4.4]
   -3.9    -2.387  [-6.0, 5.0, -4.2, 4.4, -3.9]
    4.1    61.708  [-6.0, 5.0, -4.2, 4.4, -3.9, 4.1]
    4.7    86.343  [-6.0, 5.0, -4.2, 4.7]
drive of 270 fields: deepest stack 31 points
largest stack-relay difference 4.6e-03 uC/cm2 (600 cells per axis)
P at 4.3 with inner loop 70.807, without 68.249 uC/cm2
minor loop -4.0 to 4.2 MV/cm: height 78.095 uC/cm2
  P at lower end: from below -51.184, from above -0.058 uC/cm2
  vertical shift 51.126, its variation 2.1e-14 uC/cm2
D uC/cm2 at (Er, E) MV/cm:
  (-4.1,4.0) 63.82996  (-4.1,4.1) 71.58050
  (-4.0,4.0) 70.88940  (-4.0,4.1) 77.58687
cell content 0.52653 uC/cm2, density 52.653 uC/cm2/(MV/cm)^2
input density at cell centre 52.818, peak 53.083 uC/cm2/(MV/cm)^2
density error / peak: step 0.2 1.209 %, step 0.1 0.312 %
ratio of the two errors 3.879
prediction of the drive from recovered cells: error 8.5e-14 uC/cm2
noise in D 0.05 uC/cm2 gives density noise / peak:
  four corners 9.38 %, 5x5 fit 0.47 %
  5x5 fit bias at peak -4.13 %, leading rule -4.28 %
loss per cycle 1599.6 J/cm3, from density 1599.6 J/cm3
neglected effects:
  linear dielectric charge at E_s 7.97 uC/cm2
  screening length 0.005 nm: depolarizing field at P_s 0.565 MV/cm
  loop heights then 51.72 (below), 54.18 (above) uC/cm2
  apparent density peak 16.80, minimum 0.00 uC/cm2/(MV/cm)^2
  apparent peak at E 4.3, Er -3.3 MV/cm
  largest density distortion / true peak 73.3 %
  rough breakdown 8.0 MV/cm, drive / breakdown 0.75
  tunnel charge per half cycle, barrier 2.5 eV: 2.56e-03 uC/cm2
  tunnel charge per half cycle, barrier 2.0 eV: 4.72e+00 uC/cm2
  tunnel mass 0.3 m_e, period 1e-04 s, attempt time 1e-13 s
  coercive field: ten times slower 3.60, at 358 K 3.35 MV/cm
  adiabatic heating 667 K per cycle (heat capacity 2.4 J/cm3K)
  with substrate 1.5 W/cmK, pad radius 5 um: 0.09 K at peak power
all good
```
